# Ferromagnetic resonance of a normally magnetized thin film

**Question.** A thin ferromagnetic film is much wider than it is thick. Its normal is the $z$ axis. A uniform external field is applied along $z$, with $B_0=\mu_0H_0=1.5$ T measured before the film is put in place. The magnetization has fixed length $M$, with $\mu_0M=1$ T, and is uniform throughout the film. Its direction is the unit vector $\mathbf m$. Take $g=2$, for which $g\mu_B/h=27.99$ GHz/T. Unless a part says otherwise, neglect damping and every anisotropy except that due to the shape of the film.

## (a) The demagnetizing field

*Find the field that the film's own magnetization produces inside it. Justify the wide-film limit by considering the centre of a disc of radius $R$ and thickness $t$, and evaluate the corrections for a diameter of 5 mm and a thickness of 20 nm.*

**Answer.** A uniform magnetization acts as a source of $\mathbf H$ through surface charges of density $\sigma=M\,\mathbf m\cdot\mathbf n$, where $\mathbf n$ is the outward normal. The top face carries $+Mm_z$ and the bottom face $-Mm_z$.

Let $d=t/2$ be the distance from the centre to either face. A ring of radius $\rho$ on one face has charge $\sigma\,2\pi\rho\,d\rho$. Its field at the centre has the axial part

$$\frac{\sigma\,2\pi\rho\,d\rho}{4\pi(\rho^2+d^2)}\,\frac{d}{\sqrt{\rho^2+d^2}},$$

the last factor being the cosine that projects the field on the axis. Integration from $0$ to $R$ gives the magnitude

$$\frac{\sigma d}{2}\int_0^R\frac{\rho\,d\rho}{(\rho^2+d^2)^{3/2}}=\frac{\sigma}{2}\left(1-\frac{d}{\sqrt{R^2+d^2}}\right).$$

For $m_z>0$ the positive top face pushes the field downward and the negative bottom face pulls it downward, so the two contributions add. Writing $H_{d,z}=-N_zMm_z$, we have

$$N_z=1-\frac{d}{\sqrt{R^2+d^2}} .$$

An in-plane component $m_x$ puts charge $Mm_x\cos\varphi$ on the rim. A rim element of area $R\,d\varphi\,dz$ lies at distance $\sqrt{R^2+z^2}$, and projection on $x$ supplies a factor $R\cos\varphi/\sqrt{R^2+z^2}$. With $H_{d,x}=-N_xMm_x$,

$$N_x=\frac1{4\pi}\int_{-d}^{d}\!dz\int_0^{2\pi}\!d\varphi\,\frac{R^2\cos^2\varphi}{(R^2+z^2)^{3/2}}
=\frac14\left[\frac{z}{\sqrt{R^2+z^2}}\right]_{-d}^{d}=\frac{d}{2\sqrt{R^2+d^2}} .$$

By symmetry $N_y=N_x$, and the three factors add to one. Here $d/R=10\ \text{nm}/2.5\ \text{mm}=4\times10^{-6}$, so $1-N_z=4\times10^{-6}$ and $N_x=2\times10^{-6}$. The wide-film limit is therefore

$$\mu_0\mathbf H_d=-\mu_0M\,m_z\,\hat{\mathbf z}.$$

The film opposes magnetization along its normal and leaves in-plane magnetization free.

## (b) The equilibrium direction

*Let $\theta$ be the angle between $\mathbf m$ and the normal. Find the stable $\theta$ for $B_0=1.5$ T, and again for $B_0=0.6$ T.*

**Answer.** Divide the energy by the total magnetic moment, so that it is measured in tesla. The external field contributes $-B_0\cos\theta$. The demagnetizing field contributes $-\tfrac12\mathbf m\cdot\mu_0\mathbf H_d$; the factor $\tfrac12$ is there because this is the energy of the magnetization in its own field, in which each pair of moments must be counted once. Thus

$$e(\theta)=-B_0\cos\theta+\tfrac12\mu_0M\cos^2\theta,$$

$$e'(\theta)=\sin\theta\,(B_0-\mu_0M\cos\theta),\qquad
e''(\theta)=B_0\cos\theta-\mu_0M\cos2\theta .$$

At $\theta=0$ the second derivative is $B_0-\mu_0M$. For $B_0=1.5$ T it is $+0.5$ T, so the normal direction is stable. At $\theta=\pi$ it is $-B_0-\mu_0M<0$, a maximum. The bracket in $e'$ cannot vanish when $B_0>\mu_0M$, so there is no other stationary direction.

For $B_0=0.6$ T the direction $\theta=0$ has $e''=-0.4$ T and is unstable. The bracket now vanishes at $\cos\theta=B_0/\mu_0M=0.6$. There, with $c=\cos\theta$ and $B_0=\mu_0Mc$,

$$e''=\mu_0M\left[c^2-(2c^2-1)\right]=\mu_0M(1-c^2)>0,$$

so this tilted direction is stable. In this model the film is magnetized along its normal only if $B_0\ge\mu_0M$. At equality $e''(0)=0$, but the energy still rises as $\theta^4$, so the normal direction remains the minimum.

## (c) The resonance frequency

*Derive the frequency of small uniform precession about the normal at $B_0=1.5$ T, and evaluate it.*

**Answer.** The electron's magnetic moment is antiparallel to its angular momentum: $\boldsymbol\mu=-\gamma\mathbf L$, with $\gamma=g\mu_B/\hbar>0$. The torque law $d\mathbf L/dt=\boldsymbol\mu\times\mathbf B$ then becomes

$$\frac{d\mathbf m}{dt}=-\gamma\,\mathbf m\times\mathbf B_{\rm eff},\qquad \mathbf B_{\rm eff}=-\frac{\partial e}{\partial\mathbf m}.$$

Written with components, the energy is $e=-B_0m_z+\tfrac12\mu_0Mm_z^2$, so

$$\mathbf B_{\rm eff}=(B_0-\mu_0M\,m_z)\,\hat{\mathbf z}.$$

For small precession $m_x$ and $m_y$ are small, and $m_z=\sqrt{1-m_x^2-m_y^2}$ differs from 1 only in second order. To first order the field has the constant value $b=B_0-\mu_0M$. Since $\mathbf m\times\hat{\mathbf z}=(m_y,-m_x,0)$,

$$\dot m_x=-\gamma b\,m_y,\qquad \dot m_y=+\gamma b\,m_x .$$

Combine these into $u=m_x+im_y$:

$$\dot u=-\gamma b\,m_y+i\gamma b\,m_x=i\gamma b\,(m_x+im_y)=i\gamma b\,u .$$

The solution $u=u_0e^{i\gamma bt}$ is a circular motion, counterclockwise when seen from the $+z$ side. Its frequency is

$$f=\frac{\gamma b}{2\pi}=\frac{g\mu_B}{h}\,(B_0-\mu_0M).$$

With the given values,

$$f=27.99\ \text{GHz/T}\times(1.5-1.0)\ \text{T}=14.0\ \text{GHz},$$

and the period is 71 ps. As $B_0$ falls towards $\mu_0M$, the frequency goes to zero: the part of the restoring torque that is linear in the tilt disappears at $B_0=\mu_0M$, and below that field the normal direction is unstable. As $B_0$ becomes much larger than $\mu_0M$, the ratio of the frequency to that of a free spin in $B_0$ approaches one, although the difference keeps the constant value $(g\mu_B/h)\,\mu_0M=28$ GHz.

## (d) Which field drives the precession?

*A student notes that the magnetic induction inside the film at equilibrium is still 1.5 T, and concludes that the frequency must be $27.99\times1.5=42.0$ GHz. Is the first statement right? Where does the conclusion fail?*

**Answer.** The first statement is right. The induction in the film is

$$\mathbf B_{\rm in}=\mu_0(\mathbf H_0+\mathbf H_d+M\mathbf m)
=B_0\hat{\mathbf z}-\mu_0Mm_z\hat{\mathbf z}+\mu_0M\mathbf m
=B_0\hat{\mathbf z}+\mu_0M(m_x,m_y,0).$$

At equilibrium $m_x=m_y=0$, which leaves 1.5 T. During precession, however, the induction has an in-plane part that turns with the magnetization. The conclusion omits it. Keeping it, the $x$ component of the torque expression is, to first order,

$$(\mathbf m\times\mathbf B_{\rm in})_x=m_yB_0-m_z\,\mu_0Mm_y=(B_0-\mu_0M)\,m_y,$$

the same as in part (c). In general $\mathbf B_{\rm in}$ and $\mathbf B_{\rm eff}$ differ by $\mu_0M\mathbf m$, and $\mathbf m\times\mathbf m=0$. Either field may be used, provided that its dependence on $\mathbf m$ is kept.

## (e) Larger precession angles

*Suppose the magnetization precesses on a cone of half-angle $\theta$ that need not be small. Find the frequency, and its shift for $1^\circ$ and $10^\circ$.*

**Answer.** The effective field points along $z$ for any $\mathbf m$, so the torque has no $z$ component and $m_z=\cos\theta$ stays constant. The field $B_0-\mu_0M\cos\theta$ is then constant too, and the equation for $u$ in part (c) holds with this value in place of $b$, without any expansion:

$$f(\theta)=\frac{g\mu_B}{h}(B_0-\mu_0M\cos\theta).$$

The shift from the small-angle value is $(g\mu_B/h)\,\mu_0M(1-\cos\theta)$. For $10^\circ$ this is $27.99\times0.01519=0.425$ GHz, and for $1^\circ$ it is 0.004 GHz. The frequency rises with amplitude because a tilted magnetization has a smaller normal component and so a weaker demagnetizing field. Numerical integration of the full equation of motion, started at $10^\circ$, gives the same shift of 0.425 GHz.

## (f) The same field in the plane

*The field of 1.5 T is now turned into the film plane, along $x$, with $M$ and $g$ unchanged. Find the new frequency and the shape of the orbit.*

**Answer.** The magnetization now lies along $x$, where it has no demagnetizing field. Small deviations are $m_y$ and $m_z$, with $m_x\simeq1$, and

$$\mathbf B_{\rm eff}=(B_0,\;0,\;-\mu_0Mm_z).$$

The components of the cross product are

$$(\mathbf m\times\mathbf B_{\rm eff})_y=m_zB_0-m_x(-\mu_0Mm_z)=(B_0+\mu_0M)m_z,$$

$$(\mathbf m\times\mathbf B_{\rm eff})_z=-m_yB_0 .$$

Hence

$$\dot m_y=-\gamma(B_0+\mu_0M)m_z,\qquad \dot m_z=\gamma B_0m_y .$$

Differentiating the first equation and inserting the second gives $\ddot m_y=-\gamma^2B_0(B_0+\mu_0M)m_y$, so

$$f_\parallel=\frac{g\mu_B}{h}\sqrt{B_0(B_0+\mu_0M)}=27.99\times\sqrt{1.5\times2.5}=54.2\ \text{GHz}.$$

If $m_y=A\cos\omega t$, integration of the second equation gives $m_z=(\gamma B_0/\omega)A\sin\omega t$. The ratio of the amplitudes is

$$\frac{\gamma B_0}{\omega}=\sqrt{\frac{B_0}{B_0+\mu_0M}}=\sqrt{0.6}=0.77 .$$

The orbit is an ellipse flattened towards the film plane, since motion out of the plane costs demagnetizing energy. At the same field, the in-plane frequency is nearly four times the normal one. The demagnetizing field opposes the applied field in the normal geometry, whereas in the plane it adds to the restoring torque.

## (g) A slightly misaligned field

*The field of 1.5 T makes an angle $\psi=1^\circ$ with the normal. Find the tilt of the magnetization and the resonance frequency.*

**Answer.** Let the field lie in the $xz$ plane. The energy is $e=-B_0\cos(\theta-\psi)+\tfrac12\mu_0M\cos^2\theta$, and equilibrium requires

$$B_0\sin(\theta-\psi)=\mu_0M\sin\theta\cos\theta .$$

For small angles this becomes $B_0(\theta-\psi)=\mu_0M\theta$, or

$$\theta=\frac{B_0}{B_0-\mu_0M}\,\psi=3\psi .$$

The magnetization tilts three times as far as the field, because the demagnetizing field cancels two thirds of the force holding it upright. Solving the full condition for $\psi=1^\circ$ gives $\theta=2.99^\circ$.

For the frequency, use axes attached to the equilibrium direction:

$$\hat{\mathbf n}=(\sin\theta,0,\cos\theta),\qquad \hat{\mathbf p}=(\cos\theta,0,-\sin\theta),$$

together with $\hat{\mathbf y}$. The set $(\hat{\mathbf p},\hat{\mathbf y},\hat{\mathbf n})$ is right-handed. Write $\mathbf m=\hat{\mathbf n}+a\hat{\mathbf p}+c\hat{\mathbf y}$ with small $a$ and $c$, so that $m_z=\cos\theta-a\sin\theta$. The component of the effective field along $\hat{\mathbf n}$ is, to zeroth order,

$$P=B_0\cos(\theta-\psi)-\mu_0M\cos^2\theta .$$

Along $\hat{\mathbf p}$ it is

$$B_p=-B_0\sin(\theta-\psi)+\mu_0M\sin\theta(\cos\theta-a\sin\theta)=-a\,\mu_0M\sin^2\theta,$$

where the equilibrium condition has removed the constant terms. Along $\hat{\mathbf y}$ it is zero. To first order the equation of motion gives

$$\dot a=-\gamma cP,\qquad \dot c=-\gamma(B_p-aP)=\gamma a\,Q,$$

$$Q=P+\mu_0M\sin^2\theta=B_0\cos(\theta-\psi)-\mu_0M\cos2\theta .$$

Therefore $\ddot a=-\gamma^2PQ\,a$ and $f=(g\mu_B/h)\sqrt{PQ}$. The numbers are

$$P=1.4991-0.9973=0.5018\ \text{T},\qquad Q=1.4991-0.9946=0.5045\ \text{T},$$

so $f=27.99\times0.5032=14.1$ GHz. The rise above the result of part (c) is $27.99\times(0.5032-0.5)=0.09$ GHz.

Three limits check the formula. For $\psi=\theta=0$, $P=Q=B_0-\mu_0M$, as in part (c). For $\psi=\theta=90^\circ$, $P=B_0$ and $Q=B_0+\mu_0M$, as in part (f). For a normal field below saturation, $\psi=0$ and $\cos\theta=B_0/\mu_0M$, so $P=0$ and the frequency vanishes. In that last case the energy does not depend on the azimuth of the magnetization, and nothing restores it after a turn about $z$.

## (h) How far would a real film depart from this?

*The values $\mu_0M=1$ T and $g=2$ resemble those of permalloy. Take the disc of part (a), with these rough values: $g=2.1$; interface anisotropy $K_s=0.3$ mJ/m² for both faces together, with energy $-K_sm_z^2$ per area; a fall of $M$ by 0.04 % per kelvin; and Gilbert damping $\alpha=0.008$. Estimate how each changes the result of part (c), taking a warming of 20 K. Which matter most?*

**Answer.** Each effect is first taken alone, with the other quantities held at the values of part (c).

*Interface anisotropy.* Dividing the energy per area by the moment per area $Mt$ gives the extra term $-K_sm_z^2/(Mt)$ in $e$. Minus its derivative at $m_z=1$ is an added field

$$B_K=\frac{2K_s}{Mt}=\frac{2\times0.3\times10^{-3}\ \text{J/m}^2}{(7.96\times10^5\ \text{A/m})(20\times10^{-9}\ \text{m})}=0.038\ \text{T}.$$

It raises the frequency by 1.06 GHz. In this estimate the effect varies as $1/t$ at fixed $K_s$ and $M$, and a negative $K_s$ would lower the frequency. The estimate assumes that exchange keeps the precession uniform across the thickness. With a finite exchange stiffness the mode is partly pinned at the faces and the shift is smaller. For a permalloy-like stiffness of $1.3\times10^{-11}$ J/m it is about 1.02 GHz at 20 nm if the two faces share $K_s$ equally, and about 0.91 GHz if one face carries all of it. The shortfall relative to the $1/t$ rule grows with thickness.

*The $g$ factor.* The frequency is proportional to $g$, so a rise of 5 % adds 0.70 GHz.

*Warming.* The fall of 0.8 % gives $\mu_0M=0.992$ T and $b=0.508$ T, which adds 0.22 GHz, or 1.6 %. The relative change is doubled because $b$ is half of $\mu_0M$.

*Damping.* Add the term $\alpha\,\mathbf m\times\dot{\mathbf m}$ to the right-hand side of the equation of motion. For $\mathbf m$ near $\hat{\mathbf z}$ its in-plane components are $\alpha(-\dot m_y,\dot m_x)$, which contribute $i\alpha\dot u$ to $\dot u$. Then

$$(1-i\alpha)\dot u=i\gamma b\,u\quad\Rightarrow\quad
\dot u=\frac{i\gamma b-\alpha\gamma b}{1+\alpha^2}\,u .$$

The frequency falls by the factor $1/(1+\alpha^2)$, or 0.9 MHz. The amplitude decays in a time $(1+\alpha^2)/(\alpha\gamma b)=1.42$ ns, about 20 periods.

*Finite diameter.* With the factors of part (a), the torque contains $B_0-N_z\mu_0M+N_x\mu_0M$ in place of $b$. The increase is $(4+2)\times10^{-6}$ T, or 0.17 MHz. This uses the factors at the centre. If the whole disc precesses uniformly, the factors averaged over its volume apply instead. They include the larger departure near the rim and raise the shift to about 1.4 MHz, which is still negligible here.

Interface anisotropy and the $g$ factor matter most. Taken together they give

$$f=27.99\times\frac{2.1}{2}\times(0.5+0.038)=15.8\ \text{GHz},$$

which is 13 % above the ideal result.

For permalloy, $\mu_0M$ near 1 T, $g$ near 2.1 and a damping constant somewhat below 0.01 are typical in round figures. The interface term is less certain, since it depends on the adjoining layers. With $\mu_0M$ held at 1 T, the largest corrections estimated here thus come from $g$ and the interface anisotropy, and together they move the frequency by nearly 2 GHz. The magnetization must also be known well: a departure of 5 % from $\mu_0M=1$ T would by itself shift the frequency by 1.4 GHz. Non-uniform precession, such as a narrow driving line may excite, is outside this estimate. A single frequency measured with the field along the normal cannot separate the two corrections. Within the model, a plot of $f$ against $B_0$ in the saturated range can: its slope is $g\mu_B/h$, and its extrapolation to $f=0$ gives $\mu_0M-B_K$, from which $B_K$ follows if $M$ is known from a separate measurement. This requires the field to lie accurately along the normal. A misalignment of $1^\circ$, as in part (g), bends the curve near saturation. A straight line fitted from 1.1 to 2.0 T then returns $g=2.08$ and $B_K=0.048$ T in place of 2.1 and 0.038 T, and one fitted from 1.5 to 2.5 T returns 2.097 and 0.041 T. The main computed values are listed in the numerical output below.

## Computed values

```
external field B0                      1.500 T
mu0 M                                  1.000 T
g factor                               2.000
g muB / h                              27.9925 GHz/T
net field B0 - mu0 M                   0.500 T
resonance frequency, formula           13.9962 GHz
resonance frequency, eigenvalue        13.9962 GHz
period                                 71.45 ps
static induction inside film           1.500 T
frequency if demagnetization ignored   41.989 GHz
frequency, same field in plane         54.207 GHz
low-field check: B0                    0.600 T
low-field check: cos(theta)            0.6000
Rough permalloy-like values for the corrections:
thickness                              20.0 nm
disc diameter                          5.0 mm
g factor of real film                  2.10
interface anisotropy, total            0.30 mJ/m^2
interface anisotropy field             0.0377 T
warming                                20 K
fall of M per kelvin                   0.040 %
mu0 M after warming                    0.9920 T
field misalignment                     1.00 deg
resulting tilt of M                    2.990 deg
small-angle tilt ratio                 3.0000
damping alpha                          0.0080
amplitude decay time                   1.421 ns
1 - N_z at disc centre                 4.000e-06
N_x at disc centre                     2.000e-06
Frequency shifts, each effect alone:
interface anisotropy                   +1.0553 GHz
g factor                               +0.6998 GHz
cone angle 10 deg                      +0.4253 GHz
warming                                +0.2239 GHz
field misalignment                     +0.0889 GHz
cone angle 1 deg                       +0.0043 GHz
damping                                -0.00090 GHz
finite disc                            +0.00017 GHz
frequency with g and anisotropy        15.804 GHz
```
